\section*{Mean width gain of a conformal spacer on a rough mandrel edge, part 1}

(Sections cited here and not found follow in the second part.)

\section{The width law and its derivation}

\subsection{Result}

A film of thickness $t$ is deposited conformally on a mandrel edge $x=h(y)$, where $y$ runs along the line and $x$ points from the mandrel into the film. The spacer width $w(y)$ is measured along $x$ at fixed $y$. For a gently sloping edge its mean is
\begin{equation}
\langle w\rangle \simeq t+\frac t2\,\langle h'^2\rangle ,
\label{eq:main}
\end{equation}
where $h'=dh/dy$ and the brackets denote a uniform average over $y$. This is the leading order of a law that holds at any slope,
\begin{equation}
\langle w\rangle=t\,\bigl\langle\sqrt{1+h'^2}\bigr\rangle ,
\label{eq:exact}
\end{equation}
provided that no valley of the edge is so sharp that the film pinches shut in it:
\begin{equation}
N\equiv t\,\max_y\frac{h''}{(1+h'^2)^{3/2}}<1 .
\label{eq:pinch}
\end{equation}
The number $N$ will be called the pinch number. It compares the film thickness with the smallest radius of curvature among the valleys.

As long as no valley pinches, the film is no thicker than intended: measured along the normal to the edge, it has thickness $t$. The gain in equation~\eqref{eq:main} arises because a horizontal cut crosses a sloping film obliquely.

\subsection{Geometry and assumptions}

The edge is taken as a single-valued, twice continuously differentiable function with period $P$, and
\begin{equation}
\langle f\rangle=\frac1P\int_0^P f(y)\,dy .
\end{equation}
A long random edge can be treated as one long period; the effect of free ends is estimated below. For the present the sidewall is vertical and its shape does not vary with height, so the problem is two-dimensional. The other edge of the mandrel is treated by reversing $x$, and the width law is the same because the slope enters squared. Reversal turns crests into valleys, however, so condition~\eqref{eq:pinch} must be checked for each edge separately. The anisotropic etch that later clears the horizontal surfaces is assumed to leave the lateral width unchanged.

Conformal deposition is idealized as follows: the film fills every point outside the mandrel whose distance from the edge is at most $t$. It is thus the part outside the mandrel of the union of discs of radius $t$ centred on the edge. At the position $y$, the disc centred on the edge point $y+s$ reaches as far as $x=h(y+s)+\sqrt{t^2-s^2}$. The outer edge of the film is therefore
\begin{equation}
H(y)=\max_{|s|\le t}F(s),\qquad F(s)=h(y+s)+\sqrt{t^2-s^2},
\label{eq:disc}
\end{equation}
and the width is $w(y)=H(y)-h(y)$.

This identification requires that the horizontal cut from $h(y)$ to $H(y)$ contain no void. Let $x$ lie between these two values, and let $s$ give the maximum. If $x\ge h(y+s)$, the point lies inside the disc centred at $y+s$, because $x-h(y+s)\le\sqrt{t^2-s^2}$. If $x<h(y+s)$, then $h$ passes from a value below $x$ at $y$ to a value above $x$ at $y+s$. By continuity it equals $x$ at some $y+s'$ with $|s'|<|s|\le t$. That edge point is at distance $|s'|$ from $(x,y)$, so the point is covered in this case too.

The choice $s=0$ in equation~\eqref{eq:disc} gives $H(y)\ge h(y)+t$. Hence $w(y)\ge t$ at every $y$, with or without pinching.

\subsection{From discs to the parallel curve}

The derivative of $F$ is
\begin{equation}
F'(s)=h'(y+s)-\frac{s}{\sqrt{t^2-s^2}} .
\end{equation}
It tends to $+\infty$ as $s\to-t$ and to $-\infty$ as $s\to t$. The maximum therefore lies inside the interval, where $F'=0$. To avoid confusion between the two positions, let $y$ now denote the foot point on the mandrel and $Y=y-s$ the position at which the film is measured. The condition $F'=0$ reads
\begin{equation}
\frac{s}{\sqrt{t^2-s^2}}=h'(y).
\end{equation}
Squaring gives $s^2=h'^2(t^2-s^2)$, so $s^2(1+h'^2)=t^2h'^2$. The sign of $s$ is that of $h'$. With $q=\sqrt{1+h'^2}$,
\begin{equation}
s=\frac{t h'}{q},\qquad \sqrt{t^2-s^2}=\frac tq .
\end{equation}
The outer edge is therefore made of points
\begin{equation}
X=h+\frac tq,\qquad Y=y-\frac{t h'}{q},
\label{eq:parallel}
\end{equation}
which lie at distance $t$ along the normal $(1,-h')/q$, written with the $x$ component first. Equation~\eqref{eq:parallel} is the parallel curve of the mandrel edge.

Not every point of the parallel curve need belong to the outer edge, since a stationary point of $F$ need not be its maximum. To find when it is, differentiate $Y$. From $q'=h'h''/q$,
\begin{align}
\frac{d}{dy}\frac{h'}{q}
&=\frac{h''}{q}-\frac{h'q'}{q^2}
=\frac{h''}{q}-\frac{h'^2h''}{q^3}\notag\\
&=\frac{h''(q^2-h'^2)}{q^3}=\frac{h''}{q^3}\equiv\kappa ,
\end{align}
because $q^2-h'^2=1$. Therefore
\begin{equation}
\frac{dY}{dy}=1-t\kappa .
\label{eq:jac}
\end{equation}
Here $\kappa$ is the signed curvature of the edge. It is positive in valleys, where the mandrel recedes from the film, and negative on crests.

If $N=t\max\kappa<1$, then $Y$ increases strictly with $y$. It also advances by $P$ when $y$ does, so each $Y$ has one foot point. $F$ then has one stationary point, which must be the maximum, and the whole parallel curve is the outer edge. If $N>1$, $Y$ runs backwards over part of a valley. The parallel curve then crosses itself, and some of it lies buried in the film.

\subsection{Exact average}

Under the condition $N<1$, the area below the outer edge can be computed with the foot point as integration variable. As $y$ covers one period, so does $Y$, and
\begin{equation}
P\langle H\rangle=\int X\,\frac{dY}{dy}\,dy
=\int_0^P\Bigl(h+\frac tq\Bigr)(1-tu')\,dy,\qquad u=\frac{h'}q .
\end{equation}
Multiplying out gives four terms:
\begin{equation}
P\langle H\rangle=\int_0^P h\,dy+t\int_0^P\frac{dy}q
-t\int_0^P hu'\,dy-t^2\int_0^P\frac{u'}q\,dy .
\label{eq:four}
\end{equation}
The third term is integrated by parts. The boundary term $[hu]_0^P$ vanishes by periodicity, so
\begin{equation}
-t\int_0^P hu'\,dy=t\int_0^P h'u\,dy=t\int_0^P\frac{h'^2}{q}\,dy .
\end{equation}
Together with the second term it gives
\begin{equation}
t\int_0^P\frac{1+h'^2}{q}\,dy=t\int_0^P q\,dy ,
\end{equation}
since $1+h'^2=q^2$.

For the fourth term, write $h'=\tan\theta$ with $|\theta|<\pi/2$. Then $1/q=\cos\theta$ and $u=\sin\theta$, so that
\begin{equation}
\frac{u'}q=\cos^2\theta\,\theta'
=\frac{d}{dy}\Bigl(\frac\theta2+\frac{\sin2\theta}{4}\Bigr).
\end{equation}
The integral of this derivative over a period is zero. Subtracting $P\langle h\rangle$ from equation~\eqref{eq:four} and dividing by $P$ leaves $\langle w\rangle=t\langle q\rangle$, which is equation~\eqref{eq:exact}.

In geometrical terms, the film area is the thickness times the true length of the mandrel edge. A piece of edge of length $d\ell$ carries film of area $(t-\kappa t^2/2)\,d\ell$, because the film fans out over crests and is squeezed in valleys. The net turning angle $\int\kappa\,d\ell$ over a period is zero, so the two curvature effects cancel in the mean.

\subsection{Gentle slopes and the error of the formula}

From $(q-1)(q+1)=h'^2$ and $q\ge1$ it follows that
\begin{equation}
q-1=\frac{h'^2}{q+1}\le\frac{h'^2}2 .
\end{equation}
The amount by which the upper bound exceeds $q-1$ is
\begin{equation}
\frac{h'^2}{2}-(q-1)=\frac{(q-1)(q+1)}2-(q-1)=\frac{(q-1)^2}{2}\le\frac{h'^4}{8},
\end{equation}
where the last step uses the first bound again. Averaging and multiplying by $t$ gives, for $N<1$,
\begin{equation}
0\le\frac t2\langle h'^2\rangle-\bigl(\langle w\rangle-t\bigr)\le\frac t8\langle h'^4\rangle .
\label{eq:bound}
\end{equation}
The slope formula thus overestimates the gain, by an amount that the measured slopes themselves bound.

An asymmetric edge shows the sizes involved. For $t=15$ nm and
\begin{equation}
h=2\,\mathrm{nm}\,[\cos ky+0.4\sin(2ky+0.5)],\qquad \frac{2\pi}{k}=100\ \mathrm{nm},
\end{equation}
the disc construction \eqref{eq:disc}, which uses neither normals nor arc length, gives a mean gain of $0.09643$ nm. The arc-length law gives the same value to the digits shown. The slope formula gives $0.09712$ nm. Its excess of $0.00068$ nm lies just below the bound of $0.00070$ nm.

\subsection{Where the extra width sits}

The local width follows from expanding $F$ for small slopes. Let $h$ be proportional to a small number $\varepsilon$ at fixed shape and fixed $t$. The maximizing $s$ is then also of order $\varepsilon$, and
\begin{equation}
F(s)=h+t+\Bigl(h's-\frac{s^2}{2t}\Bigr)+\frac{h''s^2}{2}+O(\varepsilon^4),
\label{eq:localF}
\end{equation}
with $h$ and its derivatives taken at the measuring position. Completing the square in the second-order bracket gives
\begin{equation}
h's-\frac{s^2}{2t}=\frac{t h'^2}{2}-\frac{(s-th')^2}{2t},
\end{equation}
which is largest at $s=th'$. The third-order term shifts the maximizing $s$ by order $\varepsilon^2$. Since the bracket is stationary there, this shift changes the maximum by order $\varepsilon^4$. The third-order term may therefore be evaluated at $s=th'$:
\begin{equation}
w=t+\frac t2h'^2+\frac{t^2}{2}h'^2h''+O(\varepsilon^4).
\label{eq:local}
\end{equation}
The gain sits on the flanks of the roughness. At a crest or a valley bottom $h'=0$. If $N<1$, the foot point is then straight behind the measuring point and $w=t$. Once valleys pinch, this can fail even at a crest: a low crest may be covered by film from a higher neighbour, and then $w>t$ there.

For a sinusoid of amplitude $2$ nm and period $100$ nm under a $15$ nm film, the pinch number is $0.118$. The extra width is zero at crest and valley to the five decimals computed, and $0.11744$ nm at the steepest point. The leading term there is $15\times0.1257^2/2\simeq0.118$ nm. The small deficit can be traced. At the steepest point $h''=0$ and $h'''=-k^2h'$, and the fourth-order terms of $F$ are $h'''s^3/6-s^4/(8t^3)$. At $s=th'$ they equal
\begin{equation}
-\frac{t^3k^2h'^4}{6}-\frac{t h'^4}{8}
=-\frac{t h'^2}{2}\Bigl(\frac{t^2k^2h'^2}{3}+\frac{h'^2}{4}\Bigr).
\end{equation}
With $tk=0.942$ and $h'^2=0.0158$ the bracket is $0.0086$, so a deficit of $0.86\,\%$ of the leading term is expected. The computed deficit is $0.84\,\%$.

Equation~\eqref{eq:local} also settles the effect of free ends. Its third-order term is the derivative of $t^2h'^3/6$. For a window from $a$ to $b$ in a longer edge, the mean therefore acquires the end contribution
\begin{equation}
\frac{t^2}{6(b-a)}\bigl[h'^3(b)-h'^3(a)\bigr]
\end{equation}
at third order. It falls as the inverse of the window length and vanishes for a full period.

\section{Pinch-off, random edges and practical use}

\subsection{Symbols and results carried over}

The mandrel edge is $x=h(y)$, the film thickness is $t$, and $w(y)=H(y)-h(y)$ is the horizontal width, with
\begin{equation}
H(y)=\max_{|s|\le t}\bigl[h(y+s)+\sqrt{t^2-s^2}\bigr].
\label{eq:disc2}
\end{equation}
Further, $q=\sqrt{1+h'^2}$, the curvature $\kappa=h''/q^3$ is positive in valleys, and $N=t\max\kappa$ is the pinch number. For $N<1$ the mean width is $t\langle q\rangle$. For gentle slopes this gives the gain $(t/2)\langle h'^2\rangle$, which is too high by at most $(t/8)\langle h'^4\rangle$.

\subsection{What happens after pinch-off}

For $h=a\cos ky$ the curvature is greatest at the valley bottom, where $h''$ has its largest value $ak^2$ and $q$ its smallest value $1$. Thus $N=tak^2$, and the valley pinches at the thickness $1/(ak^2)$. At larger thickness, film grown from the two flanks meets in the valley and leaves a kink in the outer edge.

The effect on the mean width follows from the length $\ell(t)$ of the outer edge in one period. The film front moves along its normal by $dt$ when the thickness increases by $dt$, so the film area $A$ obeys $dA/dt=\ell$. Let $\theta$ be the angle defined by $\tan\theta=dH/dy$. Two processes change $\ell$.

First, consider the smooth arcs. A front element that started with length $d\ell_0$ has length $(1-t\kappa)\,d\ell_0$, and $\kappa\,d\ell_0=d\theta$. An arc across which $\theta$ changes by $\Delta\theta$ therefore grows at the rate $-\Delta\theta$. Secondly, consider a kink. The outer edge is a maximum over smooth functions, so its slope jumps upwards there, by an angle $\varphi$ with $0<\varphi<\pi$. When two straight fronts meeting at this angle advance by $dt$, their new meeting point lies on the bisector, and each front is shortened by $\tan(\varphi/2)\,dt$.

The total change of $\theta$ over a period is zero, so the changes on the arcs sum to $-\sum\varphi$. The arcs therefore grow at the total rate $\sum\varphi$, and
\begin{equation}
\frac{d\ell}{dt}=\sum_{\text{kinks}}\Bigl(\varphi-2\tan\frac\varphi2\Bigr)\le0,
\label{eq:kink}
\end{equation}
because $\tan v>v$ for $0<v<\pi/2$. When two kinks merge, the arc between them has shrunk to nothing, so $\ell$ is continuous. For an edge with finitely many kinks per period, $\ell$ thus never exceeds its initial value $P\langle q\rangle$. Integration over thickness, with $w\ge t$ from the choice $s=0$ in equation~\eqref{eq:disc2}, gives
\begin{equation}
t\le\langle w\rangle\le t\langle q\rangle .
\label{eq:two}
\end{equation}

For small $\varphi$ the loss rate per kink is $2\tan(\varphi/2)-\varphi\simeq\varphi^3/12$. A weak kink therefore costs little, and crossing $N=1$ causes no sudden failure. For thick films there is a further limit. Equation~\eqref{eq:disc2} gives $H\le h_{\max}+t$, so
\begin{equation}
\langle w\rangle-t\le h_{\max}-\langle h\rangle .
\end{equation}
The gain cannot exceed the height of the highest crest above the mean edge, whereas the slope formula grows with $t$ without limit.

A sinusoid of amplitude $2$ nm and period $20$ nm under a $15$ nm film has $N=2.96$. It pinched at $15/2.96\simeq5.1$ nm. The disc construction gives a mean gain of $1.155$ nm, the arc-length law $1.386$ nm and the slope formula $1.480$ nm. The slope formula is thus $28\,\%$ above the disc value.

The mean width is $t\langle q\rangle$ as long as no valley pinches, and after pinch-off it lies between $t$ and $t\langle q\rangle$. It remains to apply these results to random edges, with a worked example, and to consider real spacer processes and the practical evaluation of measured edges.
